\section*{The potential step across a uniform dipole sheet, part 2}

A neutral layer of dipoles at the contact of a metal and a semiconductor shifts the electron levels on one side relative to the other. The layer is perpendicular to $z$, which runs from the metal into the semiconductor. It has $N$ dipoles per area. Each has the moment $\mathbf p=(\mathbf p_\parallel,p_z)$, which points from negative to positive charge at an angle $\theta$ to $+z$ and includes every charge displacement that the layer causes. A position is $\mathbf r=(\mathbf R,z)$, with $\mathbf R$ the lateral part, and $\nabla_\parallel$ is the lateral gradient.

In Hartree atomic units, with lengths in bohr and potentials in hartree$/e$, the potential $V$ and the charge density $\rho$ obey Poisson's equation,
\begin{equation}
\nabla^2 V=-4\pi\rho .
\label{eq:poisson}
\end{equation}
An electron has the electrostatic energy $-V$. A bar denotes the lateral average.

Theorem 1, proved by averaging Poisson's equation laterally, holds for an infinite, laterally periodic, localized layer with neutral cells and no external field:
\begin{equation}
\Delta V\equiv\bar V(+\infty)-\bar V(-\infty)=4\pi N p_z=4\pi N p\cos\theta .
\label{eq:step}
\end{equation}

A real layer has a finite width, and an electron near it feels the local potential instead of the average. The first sets a largest distance at which the step can be seen, the second a smallest. To find both, we sum the potential of one dipole at the origin,
\begin{equation}
v(\mathbf r)=\frac{\mathbf p\cdot\mathbf r}{r^3}=-\mathbf p\cdot\nabla\frac1r ,
\label{eq:dipole}
\end{equation}
which for a point dipole holds at every $r>0$.

The numerical example, the layer of Remark 5, is a square lattice with lattice constant $a=10$ bohr. Its dipoles have poles of charge $\pm0.25\,e$, $2$ bohr apart, tilted by $60^\circ$ from the normal. Thus $N=0.01\ \mathrm{bohr}^{-2}$, $p=0.5\ e\,\mathrm{bohr}$, $p_z=0.25\ e\,\mathrm{bohr}$ and $\Delta V=0.03142$ hartree$/e$, or $0.855$ V. Averaged laterally, the poles form two planes of charge $\pm0.0025\ e/\mathrm{bohr}^2$, $1$ bohr apart. Replacing the planes by smooth clouds with centroids equally far apart, and solving the averaged Poisson equation numerically, gave the same step.

\subsection{Theorem 2: a finite disc}

\emph{Let point dipoles be spread evenly over a disc of radius $R_0$ in the plane $z=0$. On the axis of the disc,}
\begin{equation}
V(z)=2\pi Np_z\left[\operatorname{sgn}z-\frac{z}{\sqrt{z^2+R_0^2}}\right],
\label{eq:disc}
\end{equation}
\emph{and the potential difference between the heights $h$ and $-h$ is}
\begin{equation}
V(h)-V(-h)=4\pi Np_z\left[1-\frac{h}{\sqrt{h^2+R_0^2}}\right].
\label{eq:discstep}
\end{equation}

\emph{Proof.} A ring of radius $s$ and width $ds$ contains $2\pi sN\,ds$ dipoles, all at distance $\sqrt{s^2+z^2}$ from the point on the axis. The vector from a dipole to that point has a lateral part that reverses between opposite points of the ring, so the contributions of $\mathbf p_\parallel$ cancel. What remains of Eq.~\eqref{eq:dipole} is $p_zz/(s^2+z^2)^{3/2}$ per dipole. Hence
\begin{align}
V(z)&=2\pi Np_zz\int_0^{R_0}\frac{s\,ds}{(s^2+z^2)^{3/2}}\\
&=2\pi Np_zz\left[-\frac1{\sqrt{s^2+z^2}}\right]_0^{R_0}\\
&=2\pi Np_z\left[\frac{z}{|z|}-\frac{z}{\sqrt{z^2+R_0^2}}\right].
\end{align}
The bracket is odd in $z$. Subtracting its value at $-h$ from that at $h$ doubles it and gives Eq.~\eqref{eq:discstep}. $\square$

\paragraph{Remark 6 (near and far).} For $h\ll R_0$ the square root is close to $R_0$, and the fraction of the full step that is seen is about $1-h/R_0$. As $R_0\to\infty$ at fixed $h$, Theorem 1 is recovered by a route that does not use the averaged Poisson equation. For $h\gg R_0$,
\begin{equation}
\frac{h}{\sqrt{h^2+R_0^2}}=\left(1+\frac{R_0^2}{h^2}\right)^{-1/2}\approx1-\frac{R_0^2}{2h^2},
\end{equation}
so that
\begin{equation}
V(h)-V(-h)\approx\frac{2\pi R_0^2Np_z}{h^2}=\frac{2P_z}{h^2},\qquad P_z=\pi R_0^2Np_z .
\end{equation}
This is the difference $P_z/h^2-(-P_z/h^2)$ for a single dipole carrying the total moment $P_z$ of the disc. From far away the disc is one dipole, and the potentials on its two sides both tend to zero.

The order of the two limits therefore matters. For the step of Theorem 1 the sheet is made infinite first, and the distance large afterwards. Numerical integration over the disc gives these fractions of the full step:

\begin{center}
\begin{tabular}{cc}
$h/R_0$ & fraction of $4\pi Np_z$\\
\hline
0.01 & 0.9900\\
0.1 & 0.9005\\
1 & 0.2929\\
10 & 0.0050
\end{tabular}
\end{center}

The first entry agrees with $1-h/R_0=0.99$ and the last with $R_0^2/2h^2=0.005$. At a distance equal to the radius, less than a third of the step is left.

\paragraph{Remark 7 (patches of any shape).} Consider a uniform patch of arbitrary outline and two points that are mirror images in its plane. Let $\mathbf s$ be the lateral vector from an element $dA$ of the patch to either point. The element contributes
\begin{equation}
N\,dA\,\frac{\mathbf p_\parallel\cdot\mathbf s\pm p_zh}{(s^2+h^2)^{3/2}}
\end{equation}
to the potential at height $\pm h$. The in-plane part is the same at both points and cancels in the difference. The factor $h\,dA/(s^2+h^2)^{3/2}$ is the solid angle under which the element is seen, since it is the projected area $h\,dA/\sqrt{s^2+h^2}$ divided by the squared distance. With $\Omega$ the solid angle of the whole patch,
\begin{equation}
V(h)-V(-h)=2Np_z\,\Omega .
\label{eq:solid}
\end{equation}
Close above an interior point the patch fills a half-space of directions, $\Omega\to2\pi$, and the full step appears. Close to the plane but outside the outline, $\Omega\to0$ and there is no step. An interface made of patches with different $Np_z$ thus has a locally defined step at heights small compared with the distance to the nearest patch boundary. Farther out, the contributions of neighbouring patches mix with the solid angles as weights.

\subsection{Theorem 3: a lattice of point dipoles}

\emph{Let equal point dipoles occupy a square lattice with lattice constant $a$ in the plane $z=0$, one of them at $\mathbf R=0$, so that $N=1/a^2$. Without an external field, and with the zero of potential midway between the two outer constants, for $z\ne0$,}
\begin{align}
V(\mathbf R,z)={}&2\pi Np_z\operatorname{sgn}z
+2\pi N\sum_{\mathbf G\ne0}e^{-G|z|}\nonumber\\
&\times\left[p_z\operatorname{sgn}z\cos(\mathbf G\cdot\mathbf R)
+\frac{\mathbf p_\parallel\cdot\mathbf G}{G}\sin(\mathbf G\cdot\mathbf R)\right].
\label{eq:lattice}
\end{align}
\emph{Here $\mathbf G=(2\pi/a)(m,n)$ with integers $m,n$, and $G=|\mathbf G|$.}

\emph{Proof.} By Eq.~\eqref{eq:dipole} the potential is $V=-\mathbf p\cdot\nabla\phi$, where $\phi$ is the potential of unit point charges on the same lattice. The charge density of these charges is $\delta(z)$ times a periodic function of $\mathbf R$. The Fourier coefficient of that function is the integral of $e^{-i\mathbf G\cdot\mathbf R}$ times one delta function at $\mathbf R=0$, divided by the cell area. It equals $1/a^2=N$ for every $\mathbf G$. Write $\phi=\sum_{\mathbf G}\phi_{\mathbf G}(z)e^{i\mathbf G\cdot\mathbf R}$. The lateral Laplacian multiplies each term by $-G^2$, and Poisson's equation becomes
\begin{equation}
\phi_{\mathbf G}''-G^2\phi_{\mathbf G}=-4\pi N\delta(z).
\label{eq:phiG}
\end{equation}

Take $G\ne0$ first. Away from the plane the solutions are $e^{\pm Gz}$. The one that grows with distance is excluded on each side, and continuity at $z=0$ leaves $\phi_{\mathbf G}=Ce^{-G|z|}$. Its slope is $-GC$ just above the plane and $+GC$ just below, a jump of $-2GC$. Integrating Eq.~\eqref{eq:phiG} across the plane shows that the jump must be $-4\pi N$. Hence
\begin{equation}
\phi_{\mathbf G}(z)=\frac{2\pi N}{G}\,e^{-G|z|}.
\end{equation}
For $G=0$ the slope again jumps by $-4\pi N$. Without an external field it is shared evenly between the two sides, so $\phi_0=-2\pi N|z|$ plus a constant.

Now apply $-\mathbf p\cdot\nabla=-\mathbf p_\parallel\cdot\nabla_\parallel-p_z\partial_z$. The $G=0$ term gives $2\pi Np_z\operatorname{sgn}z$. For the others, $-\partial_ze^{-G|z|}=G\operatorname{sgn}z\,e^{-G|z|}$ and $\nabla_\parallel e^{i\mathbf G\cdot\mathbf R}=i\mathbf Ge^{i\mathbf G\cdot\mathbf R}$, so each term becomes
\begin{equation}
2\pi Ne^{-G|z|}\left[p_z\operatorname{sgn}z-i\,\frac{\mathbf p_\parallel\cdot\mathbf G}{G}\right]e^{i\mathbf G\cdot\mathbf R}.
\end{equation}
The sum contains $\mathbf G$ and $-\mathbf G$ together. In the $p_z$ part, which is even in $\mathbf G$, the sines cancel and the cosine remains. In the $\mathbf p_\parallel$ part, which is odd, the cosines cancel and $-i\cdot i\sin(\mathbf G\cdot\mathbf R)=\sin(\mathbf G\cdot\mathbf R)$ remains. This is Eq.~\eqref{eq:lattice}. $\square$

\paragraph{Remark 8 (how close is too close).} The first term of Eq.~\eqref{eq:lattice} is the lateral average and contains the whole step $4\pi Np_z$. The sum is the corrugation, the variation of the potential along the layer. It decays over a height of order $a/2\pi$. Directly above a dipole, $\mathbf R=0$, the sines vanish and
\begin{equation}
\frac{V(0,z)}{2\pi Np_z}=1+\sum_{\mathbf G\ne0}e^{-Gz}\approx1+4e^{-2\pi z/a}+4e^{-2\sqrt2\,\pi z/a},
\end{equation}
where the four shortest and the four next shortest $\mathbf G$ are kept. At $z=a$ these terms add $0.00747+0.00055=0.0080$. The full sum gives a ratio of $1.0080$ there, $1.236$ at $z=a/2$, and $1.000014$ at $z=2a$. Directly above a dipole the local potential is thus $24\%$ higher than the average at half a lattice constant, and less than one percent higher at one lattice constant. Elsewhere in the cell the deviation is different, and there an in-plane moment changes it through the sine terms.

Formula~\eqref{eq:lattice} was tested against direct sums over tilted point dipoles at the heights $\pm a/2$, at a lateral position without symmetry. There the corrugation amounts to more than one percent of the step, and both the sine and the cosine terms contribute.

The exponential decay is not special to point dipoles. At heights beyond all the charge of a laterally periodic layer, each Fourier component $f$ of the potential with $G\ne0$ obeys $f''=G^2f$. The growing solution is again excluded. The structure of the layer sets the amplitudes, and the lateral period sets the decay.

\subsection{A direct sum over charge pairs}

The model layer of Remark 5 can be summed charge by charge, without Poisson's equation and without the point-dipole limit. The sum includes the $1\,130\,973$ tilted pairs whose centres lie within $6000$ bohr of the axis through the observer. The potential difference between the heights $+20$ and $-20$ bohr, which is $\pm2a$, comes out as $0.031311$ hartree$/e$. This is slightly below $4\pi Np_z=0.031416$ hartree$/e$, as it should be for a finite disc. The factor in Eq.~\eqref{eq:discstep} is
\begin{equation}
1-\frac{20}{\sqrt{20^2+6000^2}}=0.996667 ,
\end{equation}
and division by it gives
\begin{equation}
\frac{0.031311}{0.996667}=0.031416\ \mathrm{hartree}/e ,
\end{equation}
the step of the infinite layer. The in-plane moment of each pair, $0.5\sin60^\circ=0.43\ e\,$bohr, is larger than the perpendicular one and leaves no trace in the result.

\subsection{Consequences for a contact}

\paragraph{Remark 9 (the window of distances).} Theorems 2 and 3 together say where a single number $\Delta V$ describes the layer. The height must be at least about one lattice constant, where the corrugation of the layer of Remark 5 has fallen to about one percent of the average potential, and small compared with the distance to the edge of the uniform region. Dipoles that lie almost flat need a greater height, because their in-plane moment adds to the corrugation but not to the step. For $a=10$ bohr and $h=20$ bohr, the corrugation above a point dipole is about $10^{-5}$ of the average potential. To see $99\%$ of the step at that height, the uniform disc needs a radius of $20/0.01=2000$ bohr. If the dipoles are uniform over a few lattice constants and no more, the two conditions conflict, and the potential has to be computed from the actual arrangement. Within this window $\Delta V$ fixes the difference between mirror points, but for tilted dipoles on a free-standing finite patch it does not fix the potential itself. The in-plane moments leave a line charge $N\mathbf p_\parallel\cdot\mathbf n$ on the outline, with $\mathbf n$ its outward normal. For a disc, expanding the inverse distance to the edge to first order in the lateral position $\mathbf R$ gives a potential of about $\pi N\mathbf p_\parallel\cdot\mathbf R/R_0$, equal on both sides. It depends on $\mathbf R/R_0$ alone and so does not shrink as the disc grows. For the layer of Remark 5, a quarter radius off the axis along $\mathbf p_\parallel$, it is $1.73\times0.25/2=0.22$ of $2\pi Np_z$. These distances concern the potential of the layer alone. In a semiconductor, the band bending of the depletion region is added to it.

\paragraph{Remark 10 (density and moment are linked).} Equation~\eqref{eq:step} is linear in $N$ at fixed $p_z$, but the moment itself may change with density. By Eq.~\eqref{eq:dipole}, a dipole at the origin produces at a point in its own plane, at distance $s$, the perpendicular field
\begin{equation}
E_z=-\left.\frac{\partial}{\partial z}\,\frac{\mathbf p_\parallel\cdot\mathbf R+p_zz}{(s^2+z^2)^{3/2}}\right|_{z=0}=-\frac{p_z}{s^3}.
\end{equation}
The derivative of the denominator is proportional to $z$ and drops out at $z=0$. The field is opposite to $p_z$: neighbours that point the same way oppose one another. Suppose that each dipole has a perpendicular moment $p_0$ in isolation and responds linearly to a perpendicular field with polarizability $\alpha$. Summing over all neighbours, at distances $s_j$,
\begin{equation}
p_z=p_0-\alpha p_zS,\quad S=\sum_j\frac1{s_j^3},
\quad\text{so}\quad p_z=\frac{p_0}{1+\alpha S}.
\end{equation}
For a lattice of fixed shape all distances scale with $a$, so $S$ is proportional to $a^{-3}$, that is, to $N^{3/2}$. In this point-dipole model the step is proportional to $N/(1+\alpha S)$, at fixed $p_0$ and $\alpha$, and so stays below proportionality to the density. Its derivative with respect to $N$ is proportional to $(1-\alpha S/2)/(1+\alpha S)^2$: the step grows with density as long as $\alpha S<2$. The formula lets it fall beyond that, but the assumption of equal moments may fail first. On a square lattice, equal in-plane moments produce the field $+\mathbf p_\parallel S/2$ at each other's sites, so with the same $\alpha$ in all directions a uniform in-plane moment could sustain itself at $\alpha S=2$. Moments that point along the rows and alternate from row to row support one another more strongly still, and reach this point at a smaller $\alpha S$. The formula is therefore meant for $\alpha S$ well below $2$. For this free-standing layer, inserting the isolated moment $p_0$ in Eq.~\eqref{eq:step} would overestimate the step. At a contact the error can have either sign. A dipole at height $z_0$ above a metal has an image with the same $p_z$ at distance $2z_0$, whose field $+p_z/4z_0^3$ strengthens the moment; since $S$ falls as $a^{-3}$, this term wins at low density. Charge transfer and bonding to the substrate lie outside the model altogether. Theorem 1 itself is unaffected, because its $p_z$ is the moment in the finished layer. In the numerical layer above, $p_z$ was prescribed as that final value.

The numerical output that follows lists the results of the program; the remaining numbers are worked out in the text.

\section*{Numbers as computed}
\begin{verbatim}
Lattice constant a = 10.0 bohr
Charge of each pole = 0.25 e
Pole separation = 2.0 bohr
Tilt from the normal = 60 degrees
Dipole density N = 0.0100 bohr^-2
Dipole moment p = 0.500 e bohr
Perpendicular moment p_z = 0.250 e bohr
Charge per area of each plane = 0.0025 e/bohr^2
Perpendicular plane separation = 1.000 bohr
Field magnitude between planes = 0.031416 hartree/(e bohr)
Potential step 4 pi N p_z = 0.031416 hartree/e
Potential step = 0.8549 V
Electron energy step = -0.8549 eV
Smooth profile, Poisson solution: step = 0.031416 hartree/e
Pair sum: number of pairs = 1130973
Pair sum: circle radius = 6000 bohr
Pair sum: observer heights = +/- 20 bohr
Pair sum: raw step = 0.031311 hartree/e
Pair sum: finite-disc factor = 0.996667
Pair sum: step / disc factor = 0.031416 hartree/e
Disc, h/R = 0.01: fraction of full step = 0.9900
Disc, h/R = 0.1: fraction of full step = 0.9005
Disc, h/R = 1: fraction of full step = 0.2929
Disc, h/R = 10: fraction of full step = 0.0050
Above a point dipole, z/a = 0.5: local/average V = 1.235899
Above a point dipole, z/a = 1.0: local/average V = 1.008044
Above a point dipole, z/a = 2.0: local/average V = 1.000014
\end{verbatim}
